\section*{Why the diamond radical fraction can be independent of hydrogen-atom density}

\section{The decision: a constant or a field}

A growth-rate calculation for diamond needs the number of surface sites to which a carbon-bearing molecule can attach. These are radical sites, surface carbon atoms that have lost their hydrogen. The density of atomic hydrogen varies across a reactor, so a decision is needed: may the radical fraction be entered as one number for a given surface temperature, or must it be recalculated from the local hydrogen density?

Two reactions set the starting point:
\begin{align}
\mathrm{CH+H}&\longrightarrow \mathrm{C^\bullet+H_2}, && k_a, \\
\mathrm{C^\bullet+H}&\longrightarrow \mathrm{CH}, && k_f .
\end{align}
The first, abstraction, creates a radical; the second fills it. Here $n=[\mathrm H]$ is the density of hydrogen atoms next to the surface, in $\mathrm{cm^{-3}}$, and $k_a$ and $k_f$ are in $\mathrm{cm^3\,s^{-1}}$. Let $\theta$ be the fraction of sites that are radicals; the remaining fraction $1-\theta$ is terminated. Temperature is held fixed until its effect is examined separately.

\section{One site in a steady hydrogen gas}

A terminated site becomes a radical at the rate $k_an$. For an event of constant rate $r$, the waiting time has the probability density $re^{-rt}$ and the mean $\int_0^\infty t\,re^{-rt}\,dt=1/r$. The site therefore spends on average $1/(k_an)$ terminated, then $1/(k_fn)$ as a radical, and repeats. The fraction of time spent as a radical is
\begin{equation}
\theta_0=\frac{1/(k_fn)}{1/(k_an)+1/(k_fn)}
=\frac{k_a}{k_a+k_f}=\frac{1}{1+k_f/k_a}.
\label{ideal}
\end{equation}
The second form follows on multiplying numerator and denominator by $k_ak_fn$. More hydrogen shortens both waits by the same factor, so the site switches faster but divides its time in the same proportion.

The example is a diamond (100) surface at 1200~K. The coefficients are round model values of typical size:
\begin{equation}
k_a=Ae^{-E/k_BT},\qquad A=1.0\times10^{-10}\ \mathrm{cm^3\,s^{-1}},\quad E=0.30\ \mathrm{eV},
\end{equation}
which gives $k_a=5.50\times10^{-12}$, while $k_f=3.0\times10^{-11}\ \mathrm{cm^3\,s^{-1}}$ is taken as independent of temperature. Then
\begin{equation}
\theta_0=\frac{5.50}{5.50+30.0}=0.155 .
\end{equation}
At $n=10^{16}\ \mathrm{cm^{-3}}$ the mean waits are $18.2\ \mu$s terminated and $3.33\ \mu$s as a radical, and $3.33/(18.2+3.33)=0.155$ again.

Two limits check the formula. If abstraction is slow, $k_a\ll k_f$, then $\theta_0\simeq k_a/k_f$ and radicals are rare. If filling is slow, $k_f\ll k_a$, then $\theta_0\to1$.

The cancellation rests on equal reaction orders. If creation went as $n^p$ and filling as $n^q$, balance would give $\theta/(1-\theta)\propto n^{p-q}$. Here $p=q=1$.

\section{Approach to the steady state, and pulses}

For many equivalent sites, creation minus filling gives
\begin{equation}
\frac{d\theta}{dt}=k_an(1-\theta)-k_fn\theta
=n\left[k_a-(k_a+k_f)\theta\right].
\label{balance}
\end{equation}
Setting the bracket to zero recovers $\theta_0$. Since $k_a=(k_a+k_f)\theta_0$, the equation can be written as
\begin{equation}
\frac{d(\theta-\theta_0)}{dt}=-(k_a+k_f)\,n(t)\,(\theta-\theta_0).
\end{equation}
Nothing so far requires $n$ to be constant. Define the dose $D(t)=\int_0^t n(t')\,dt'$, so that $dD=n\,dt$. Integration gives
\begin{equation}
\theta(t)=\theta_0+[\theta(0)-\theta_0]\,e^{-(k_a+k_f)D(t)} .
\label{dose}
\end{equation}
At constant density $D=nt$, and the relaxation time is
\begin{equation}
\tau=\frac{1}{(k_a+k_f)n}.
\end{equation}
Hydrogen density thus sets how fast the steady fraction is reached. In the example $\tau=2.8\ \mu$s at $10^{16}\ \mathrm{cm^{-3}}$ and $282\ \mu$s at $10^{14}\ \mathrm{cm^{-3}}$.

The limit $n=0$ shows why the order of operations matters. With these two reactions alone, a surface without hydrogen atoms keeps its initial fraction for ever. The statement is that any positive $n$ leads to the same final value, after a time that diverges as $n\to0$.

Equation~(\ref{dose}) was tested for a strongly modulated density, $n=10^{16}[1+0.9\sin(3t/\tau)]\ \mathrm{cm^{-3}}$, with $\tau$ evaluated at $10^{16}\ \mathrm{cm^{-3}}$. Direct integration of (\ref{balance}) from $\theta(0)=0$ over $12\tau$ agreed with the dose law to within $10^{-7}$ in $\theta$.

\section{Many sites, with and without interaction}

Equation~(\ref{balance}) might look like a mean-field approximation. For independent sites it is not. Let a configuration $s$ contain $R$ radicals among $N$ sites, and try the product distribution
\begin{equation}
P(s)=\theta_0^{R}(1-\theta_0)^{N-R}.
\end{equation}
Let $s'$ differ from $s$ by one additional radical. Then
\begin{equation}
\frac{P(s')}{P(s)}=\frac{\theta_0}{1-\theta_0}=\frac{k_a}{k_f}
\quad\Longrightarrow\quad
k_an\,P(s)=k_fn\,P(s').
\end{equation}
The flow between each such pair of configurations balances, so $P$ is stationary. It is the unique stationary distribution, because any configuration can be reached from any other by single abstraction and filling events.

Hydrogen may also hop from a terminated site to a neighbouring radical. If the hopping rate is the same in both directions, hopping connects configurations with equal $R$ and hence equal $P$. Its flows cancel too, and $\theta_0$ survives. This was tested by solving the master equation for a ring of six sites at $n=10^{14}$, $10^{16}$ and $10^{17}\ \mathrm{cm^{-3}}$, with no hopping and with a hopping rate of $10^5\ \mathrm{s^{-1}}$. All six cases gave $\theta_0$ within $10^{-9}$.

Now let the rates depend on neighbours. As long as every rate is proportional to $n$, the master equation has the form $d\mathbf P/dt=nG\mathbf P$, where the matrix $G$ does not contain $n$. Its steady state obeys $G\mathbf P=0$, so the fraction remains independent of $n$, but (\ref{ideal}) no longer gives its value. As an illustration, let each neighbouring radical double the abstraction rate and halve the filling rate. The ring then gives $\theta=0.351$ at both $10^{14}$ and $10^{17}\ \mathrm{cm^{-3}}$, instead of $0.155$.

Adding hopping to this interacting case can change the conclusion. The generator becomes $nG+W$, with $W$ independent of $n$. In the ring, adding a radical with $j$ radical neighbours multiplies the steady weight by $(k_a/k_f)4^{j}$, so the steady state of $G$ is $P\propto(k_a/k_f)^R4^{m}$, where $m$ is the number of neighbouring radical pairs. Symmetric hopping connects configurations with different $m$ at equal rates, so $W\mathbf P\neq0$ and the steady state depends on $n$. With symmetric hopping at $10^5\ \mathrm{s^{-1}}$ the two fractions are $0.336$ and $0.351$; a ring of eight sites gives $0.329$ and $0.350$. If instead the forward and backward hopping rates stand in the ratio of these weights, then $W\mathbf P=0$ and the fraction stays at $0.351$ for every $n$. The dependence on $n$ thus comes from hopping that favours a different arrangement than the H-driven reactions do, not from hopping as such.

\section{Channels that do not scale with atomic hydrogen}

Three further processes act on the surface. Molecular hydrogen can fill a radical by reverse abstraction, $\mathrm{C^\bullet+H_2\to CH+H}$, with coefficient $k_r$. Methyl can attach with coefficient $k_m$. A terminated site can lose its hydrogen thermally at a rate $k_d$. A methyl-covered site is counted here as terminated, with the same abstraction coefficient; this is a simplification of the later growth chemistry. Let
\begin{equation}
L=k_r[\mathrm{H_2}]+k_m[\mathrm{CH_3}]
\end{equation}
be the filling rate that does not involve atomic hydrogen. For independent sites, steady balance reads
\begin{equation}
(k_an+k_d)(1-\theta)=(k_fn+L)\theta .
\end{equation}
Collecting the terms in $\theta$ gives
\begin{equation}
\theta=\frac{k_an+k_d}{(k_a+k_f)n+k_d+L}.
\label{full}
\end{equation}
When $k_d$ is negligible, dividing numerator and denominator by $k_a+k_f$ yields
\begin{equation}
\theta=\theta_0\,\frac{n}{n+n_*},\qquad n_*=\frac{L}{k_a+k_f}.
\label{plateau}
\end{equation}
For $n\gg n_*$ this is the plateau $\theta_0$. For $n\ll n_*$ it is $\theta_0n/n_*=k_an/L$: atomic hydrogen creates the radicals but other species fill them, and the fraction is proportional to $n$. At fixed $L$ and temperature, the logarithmic sensitivity is
\begin{equation}
\frac{d\ln\theta}{d\ln n}=1-\frac{n}{n+n_*}=\frac{n_*}{n+n_*}.
\end{equation}

The microwave-plasma example has 150~Torr of $\mathrm{H_2}$, hence $[\mathrm{H_2}]=1.21\times10^{18}\ \mathrm{cm^{-3}}$ at 1200~K. It also has $n=10^{16}$ and $[\mathrm{CH_3}]=10^{14}\ \mathrm{cm^{-3}}$. The model coefficients are $k_r=1.39\times10^{-14}$ and $k_m=5.0\times10^{-12}\ \mathrm{cm^3\,s^{-1}}$. The filling rates are $3.0\times10^5\ \mathrm{s^{-1}}$ by H, $1.68\times10^4\ \mathrm{s^{-1}}$ by $\mathrm{H_2}$ and $500\ \mathrm{s^{-1}}$ by methyl. The creation rate is $5.50\times10^4\ \mathrm{s^{-1}}$, so that
\begin{equation}
\theta=\frac{5.50}{5.50+30.0+1.68+0.05}=0.148 ,
\end{equation}
about 5\% below $\theta_0$. Most of the deficit comes from molecular hydrogen. The threshold is
\begin{equation}
n_*=\frac{1.68\times10^4+500}{3.55\times10^{-11}}
=4.9\times10^{14}\ \mathrm{cm^{-3}} .
\end{equation}
By (\ref{plateau}), a deficit below 10\% requires $n>9n_*=4.4\times10^{15}\ \mathrm{cm^{-3}}$ in this gas.

With the other settings fixed, raising $n$ from $10^{14}$ to $10^{15}\ \mathrm{cm^{-3}}$ lifts $\theta$ from $0.026$ to $0.104$, a factor of four. Raising it from $10^{16}$ to $3\times10^{16}\ \mathrm{cm^{-3}}$ lifts $\theta$ from $0.148$ to $0.152$. A constant is a fair input in the second range and a poor one in the first.

The threshold moves with the gas. A second case, resembling a hot-filament reactor, has 20~Torr of $\mathrm{H_2}$ and $n=10^{14}\ \mathrm{cm^{-3}}$, at the same temperature and without methyl. Now $n_*=6.3\times10^{13}\ \mathrm{cm^{-3}}$ and $\theta/\theta_0=1/(1+0.63)=0.61$, giving $\theta=0.095$. Without methyl, what matters is the ratio $n/[\mathrm{H_2}]$ compared with $k_r/(k_a+k_f)=3.9\times10^{-4}$. The ratio is $8.3\times10^{-3}$ in the microwave case but $6.2\times10^{-4}$ here.

These channels also limit the result for pulses. If atomic hydrogen is switched off while the other gases of the microwave case remain, radicals are filled in about $1/L=58\ \mu$s. The dose law then fails for off-periods that are not short compared with this time. It also fails for shorter off-periods if the time-averaged density of atomic hydrogen is not large compared with $n_*$.

\section{The equilibrium limit}

The rate $k_d$ cannot be chosen freely. In full equilibrium each reaction balances its own reverse:
\begin{align}
k_an(1-\theta)&=k_r[\mathrm{H_2}]\theta,\\
k_d(1-\theta)&=k_fn\theta .
\label{eqtwo}
\end{align}
Dividing the first line by the second gives $k_an/k_d=k_r[\mathrm{H_2}]/(k_fn)$, or
\begin{equation}
k_d=k_f\frac{k_a}{k_r}K,\qquad
K=\left(\frac{n^2}{[\mathrm{H_2}]}\right)_{\mathrm{eq}} .
\end{equation}
For ideal gases, each equilibrium density is $z\,e^{\mu/k_BT}$, with $z$ the partition function per volume and $\mu$ the chemical potential. The condition $2\mu_{\mathrm H}=\mu_{\mathrm{H_2}}$ gives $K=z_{\mathrm H}^2/z_{\mathrm{H_2}}$. An atom of mass $m$ has two electron-spin and two nuclear-spin states, so $z_{\mathrm H}=4(2\pi mk_BT/h^2)^{3/2}$. The molecule has mass $2m$ and lies lower by the bond energy $\varepsilon$, measured from its lowest level. Hence
\begin{equation}
K=\frac{16}{2^{3/2}}\left(\frac{2\pi mk_BT}{h^2}\right)^{3/2}
\frac{e^{-\varepsilon/k_BT}}{q_{\mathrm{rot}}q_{\mathrm{vib}}} .
\end{equation}
For a rigid rotor and harmonic oscillator,
\begin{align}
q_{\mathrm{rot}}&=\sum_J w_J(2J+1)e^{-J(J+1)\Theta_r/T},\\
q_{\mathrm{vib}}&=(1-e^{-\Theta_v/T})^{-1},
\end{align}
where the nuclear-spin weight $w_J$ is 1 for even $J$ and 3 for odd $J$. Rounded inputs $\varepsilon=4.5$~eV, $\Theta_r=85$~K and $\Theta_v=6000$~K give $K=1.9\times10^5\ \mathrm{cm^{-3}}$ and $k_d=2.3\times10^{-3}\ \mathrm{s^{-1}}$. These values are sensitive to the rounding: the measured $\varepsilon=4.478$~eV raises $K$ and $k_d$ by about 24\%, and the equilibrium $n$ and $\theta$ given below by about 11\%. Compared with the creation rate of $5.5\times10^4\ \mathrm{s^{-1}}$, desorption is negligible in the plasma case.

At equilibrium, (\ref{eqtwo}) gives
\begin{equation}
\frac{\theta}{1-\theta}=\frac{k_d}{k_fn}\propto\frac1n .
\end{equation}
The comparison is at fixed temperature, with $[\mathrm{H_2}]=n^2/K$ changing along with $n$. For 150~Torr of $\mathrm{H_2}$ the equilibrium density is $n=4.8\times10^{11}\ \mathrm{cm^{-3}}$ and $\theta=1.6\times10^{-4}$. The plasma supplies about $2\times10^4$ times more atomic hydrogen than this. The plateau belongs to a driven surface, where abstraction and filling by H form a cycle instead of each being balanced by its reverse.

\section{Temperature, and a return of hydrogen through heat}

The ratio $k_a/k_f$ depends on temperature. Differentiating $\ln\theta_0=\ln k_a-\ln(k_a+k_f)$ at constant $k_f$ gives
\begin{equation}
\frac{d\ln\theta_0}{dT}
=\left(1-\frac{k_a}{k_a+k_f}\right)\frac{1}{k_a}\frac{dk_a}{dT}
=(1-\theta_0)\frac{E}{k_BT^2},
\end{equation}
since $d\ln k_a/dT=E/(k_BT^2)$. At 1200~K this is 0.20\% per kelvin. Between 1000 and 1300~K, $\theta_0$ doubles from $0.093$ to $0.186$.

Atomic hydrogen itself heats the surface. On the plateau each site completes
\begin{equation}
\nu=k_an(1-\theta_0)=\frac{k_ak_fn}{k_a+k_f}
\end{equation}
cycles per second, here $4.65\times10^4\ \mathrm{s^{-1}}$. One cycle consumes two H atoms and produces one $\mathrm{H_2}$, releasing about $\varepsilon$; thermal corrections of order $k_BT$ are neglected. The square surface cell of side $a=0.357$~nm contains two carbon atoms, so the site density is $N_s=2/a^2=1.57\times10^{15}\ \mathrm{cm^{-2}}$, with one hydrogen per site assumed. If all the energy stays in the solid, the heat flux is
\begin{equation}
q=\nu N_s\varepsilon=53\ \mathrm{W\,cm^{-2}} .
\end{equation}

The collision flux on a wall is $n\bar v/4$: averaging the velocity towards the wall over a Maxwell distribution gives $\sqrt{k_BT/(2\pi m)}$, a quarter of $\bar v=\sqrt{8k_BT/(\pi m)}$. With $\bar v=5.02\times10^5\ \mathrm{cm\,s^{-1}}$, the recombination probability per collision is
\begin{equation}
\gamma=\frac{2\nu N_s}{n\bar v/4}=0.12 .
\end{equation}
Because $\nu\propto n$, this probability is also independent of $n$ on the plateau, whereas the heat flux is proportional to $n$.

Suppose the thermal resistance from surface to coolant is $0.5\ \mathrm{K\,cm^2\,W^{-1}}$. Doubling $n$ from $10^{16}\ \mathrm{cm^{-3}}$, with coolant and other heat sources unchanged, adds another $53\ \mathrm{W\,cm^{-2}}$ and warms the surface by about 26~K. This neglects the further rise of $\nu$ with temperature. The chosen resistance means strong cooling: holding 1200~K above a 300~K coolant then takes a total flux of $1800\ \mathrm{W\,cm^{-2}}$. If the total flux were $200\ \mathrm{W\,cm^{-2}}$, the resistance would be $4.5\ \mathrm{K\,cm^2\,W^{-1}}$ and the same estimate would give about 240~K, so the figures that follow hold only for the chosen value. The ideal fraction increases by 5.4\%. At fixed temperature, (\ref{plateau}) gives an increase of about 2.4\% for the same doubling. In this example the indirect thermal effect is the larger one, so a measured dependence on hydrogen density would not by itself disprove the cancellation.

\section{Reading the result for a reactor}

The microwave example describes growth from a plasma at 150~Torr, about a fifth of atmospheric pressure. Its atomic hydrogen and methyl densities are chosen inputs, to be replaced by local values for a given reactor. A rough growth rate of $5\ \mu\mathrm{m\,h^{-1}}$ gives 64~ms per atomic layer of thickness $a/4$, more than $10^4$ times $\tau$, so treating the radical fraction as steady is sound here. Two assumptions are less secure. The gas next to the surface may be hotter than the solid. To illustrate the sensitivity, if abstraction followed a temperature of 1300~K, $\theta_0$ would be $0.186$ instead of $0.155$; the 100~K difference is not an estimate for this reactor. Neighbouring radicals on a reconstructed (100) surface can also bond to each other, which breaks the assumption of independent sites. In the ring, coupling between neighbours changed the fraction by about a factor of two. That is no estimate for diamond: the coupling strength was chosen for illustration, and each ring site has two neighbours, whereas an atom in a surface dimer has one partner.

For the opening decision, one constant per temperature is adequate to 10\% in this independent-site model where $n>9n_*$ across the wafer and the surface temperature is controlled. Both conditions depend on temperature: near 1200~K a drop of about 50~K alone lowers $\theta_0$ by 10\%, and with a model barrier of 0.68~eV for $k_r$ the threshold $9n_*$ in the microwave gas rises from $1.6\times10^{15}\ \mathrm{cm^{-3}}$ at 1000~K to $6.4\times10^{15}\ \mathrm{cm^{-3}}$ at 1300~K. Elsewhere (\ref{full}) should be evaluated with the local gas densities and temperature. The numerical output lists the values for both reactor cases.

\section*{Calculated quantities}
\begin{verbatim}
Surface and near-surface gas temperature: 1200 K
Abstraction prefactor, barrier: 1.0e-10 cm3/s, 0.30 eV
Reverse prefactor, barrier: 1.0e-11 cm3/s, 0.68 eV
k_abs: 5.496e-12 cm3/s
k_fill: 3.000e-11 cm3/s
k_rev: 1.394e-14 cm3/s; k_met: 5.0e-12 cm3/s
Ratio k_abs/k_fill: 0.1832
Ideal radical fraction: 0.1548
Ideal fraction at 1000 K: 0.0930
Ideal fraction at 1100 K: 0.1234
Ideal fraction at 1300 K: 0.1863
Relative temperature slope: 0.204 % per K
Reference [H], [CH3]: 1.0e+16, 1.0e+14 cm-3
H2 pressure, density: 150 Torr, 1.207e+18 cm-3
Relaxation time at reference [H]: 2.817 us
Relaxation time at [H]=1e14 cm-3: 281.7 us
Waiting time terminated: 18.19 us
Waiting time radical: 3.33 us
Filling rate by H: 3.000e+05 1/s
Filling rate by H2: 1.682e+04 1/s
Filling rate by CH3: 5.000e+02 1/s
Creation rate by H: 5.496e+04 1/s
Thermal desorption rate: 2.292e-03 1/s
Threshold density n*: 4.880e+14 cm-3
Density for 10 % loss, 9 n*: 4.392e+15 cm-3
[H]=1e+14 cm-3: fraction 0.0263, relative to ideal 0.1701
[H]=3e+14 cm-3: fraction 0.0590, relative to ideal 0.3807
[H]=1e+15 cm-3: fraction 0.1041, relative to ideal 0.6721
[H]=3e+15 cm-3: fraction 0.1332, relative to ideal 0.8601
[H]=1e+16 cm-3: fraction 0.1476, relative to ideal 0.9535
[H]=3e+16 cm-3: fraction 0.1524, relative to ideal 0.9840
Low-pressure case: 20 Torr H2, [H]=1e+14 cm-3
Low-pressure H2 density: 1.609e+17 cm-3
Low-pressure n*: 6.318e+13 cm-3
Low-pressure fraction: 0.0949, relative to ideal 0.6128
H2 bond energy used: 4.5 eV
H2 rot., vib. temperatures: 85, 6000 K
Equilibrium constant [H]^2/[H2]: 1.938e+05 cm-3
Equilibrium [H] at 150 Torr: 4.836e+11 cm-3
Equilibrium radical fraction: 1.580e-04
Odds factor for tenfold equilibrium [H]: 0.1000
Ring, coupling 2, [H]=1e14 and 1e17 cm-3: 0.3513, 0.3513
Same with hopping 1e+05 1/s: 0.3363, 0.3506
Lattice constant: 0.357 nm
Site density: 1.569e+15 cm-2
Mean H speed: 5.021e+05 cm/s
Filling probability per hit on a radical: 0.375
Recombination probability per collision: 0.1161
Cycles per site: 4.645e+04 1/s
Recombination heat flux: 52.6 W/cm2
Thermal resistance, rise: 0.5 K cm2/W, 26.3 K
Fraction change from that rise: 5.37 %
Growth rate: 5.0 um/h; time per layer: 64.3 ms
\end{verbatim}
